# How Finite Barriers Widen a Quantum Well with Position-Dependent Mass

## 1. The situation

A thin silicon channel between two oxide layers confines its electrons across the thickness. The quickest estimate of their energy levels treats the oxide as a hard wall, where the wave function vanishes. The oxide barrier is in fact finite, and the wave function enters it a little. This lowers the levels, as if the hard walls stood further apart. We want to know how far each wall must be moved, given that the electron has one effective mass in the channel and another in the oxide.

Let the well occupy $0<z<L$, with mass $m_w$ and potential zero. The left and right barriers, $j=\mathrm L,\mathrm R$, have masses $m_j$ and heights $V_j$. They are flat and thick enough for the wave function to die out inside them. The electron has no in-plane momentum. The algebra uses atomic units, $\hbar=m_e=e=1$; numbers for the silicon channel are in nm and eV.

The result to be shown is that a deep well has nearly the levels of a hard-wall well of width

$$
L_{\rm eff}=L+\delta_{\mathrm L}+\delta_{\mathrm R},\qquad
\delta_j=\frac{1}{m_w}\sqrt{\frac{m_j}{2V_j}} .
\tag{1}
$$

With $\hbar$ restored, $\delta_j=(\hbar/m_w)\sqrt{m_j/(2V_j)}$, which is a length. "Deep" means that both $E/V_j$ and $(m_j/m_w)E/V_j$ are small. Equation (1) is a leading-order law, and its error is found in Section 4.

## 2. Matching at a wall

For a mass that depends on position we take the BenDaniel-Duke Hamiltonian,

$$
-\frac12\frac{d}{dz}\left(\frac{1}{m(z)}\frac{d\psi}{dz}\right)+V(z)\psi=E\psi .
\tag{2}
$$

Integrate it over a short interval from $z_0-\eta$ to $z_0+\eta$ around a wall at $z_0$:

$$
-\frac12\left[\frac{\psi'}{m}\right]_{z_0-\eta}^{z_0+\eta}
=\int_{z_0-\eta}^{z_0+\eta}(E-V)\psi\,dz .
$$

The integrand is finite, so the right side vanishes as $\eta\to0$. Hence $\psi'/m$ is continuous. The function $\psi$ is continuous too: a jump would put a delta function into $\psi'/m$, and the derivative of that delta function in (2) would have no other term to balance it. The slope $\psi'$ does jump when the masses differ.

## 3. The level condition

A bound state has $0<E<V_j$. Define

$$
k=\sqrt{2m_wE},\qquad \kappa_j=\sqrt{2m_j(V_j-E)} .
$$

In the well write $\psi=\sin(kz+\varphi_{\mathrm L})$. In the left barrier the decaying solution is proportional to $e^{\kappa_{\mathrm L}z}$. Dividing the condition on $\psi'/m$ by the condition on $\psi$ removes the amplitudes. At $z=0$ this gives

$$
\frac{k}{m_w}\cot\varphi_{\mathrm L}=\frac{\kappa_{\mathrm L}}{m_{\mathrm L}}
\quad\Longrightarrow\quad
\tan\varphi_{\mathrm L}=\frac{k\,m_{\mathrm L}}{m_w\kappa_{\mathrm L}} .
$$

Adding $\pi$ to $\varphi_{\mathrm L}$ only reverses the sign of $\psi$, so we may choose $0<\varphi_{\mathrm L}<\pi/2$. On the right the solution decays as $e^{-\kappa_{\mathrm R}z}$, and at $z=L$

$$
\frac{k}{m_w}\cot(kL+\varphi_{\mathrm L})=-\frac{\kappa_{\mathrm R}}{m_{\mathrm R}} .
$$

Define $\varphi_{\mathrm R}$ between $0$ and $\pi/2$ by $\tan\varphi_{\mathrm R}=k m_{\mathrm R}/(m_w\kappa_{\mathrm R})$. The right side is then $-(k/m_w)\cot\varphi_{\mathrm R}=(k/m_w)\cot(-\varphi_{\mathrm R})$. Two angles with equal cotangents differ by a multiple of $\pi$, so

$$
kL+\varphi_{\mathrm L}+\varphi_{\mathrm R}=n\pi,\qquad n=1,2,\ldots
\tag{3}
$$

The left side is positive, which excludes $n\le0$. It rises with $E$, because $k$ grows and each $\kappa_j$ shrinks. Each $n$ therefore has at most one root, and $n$ numbers the levels from the bottom. For fixed $n$ the root exists once the barriers are high enough, since $kL$ at the top of the lower barrier grows without limit.

Equation (3) is exact within the model. As a test, equation (2) was diagonalized on a grid for $L=40$ bohr, $m_w=0.3$ and two unlike walls: mass 0.5 with height 0.4 hartree, and mass 1.2 with height 0.9 hartree. The first three levels agreed with the roots of (3) to within 2 parts in $10^5$.

## 4. The deep well and its first error

Let $r_j=m_j/m_w$ and $\epsilon_j=E/V_j$. Inserting $k$ and $\kappa_j$ gives

$$
\tan\varphi_j=\frac{m_j}{m_w}\sqrt{\frac{m_wE}{m_j(V_j-E)}}
=\sqrt{\frac{r_j\epsilon_j}{1-\epsilon_j}} .
$$

Call this $t_j$. For small $\epsilon_j$, $t_j=\sqrt{r_j\epsilon_j}\,(1+\epsilon_j/2+\ldots)$. Using $\arctan t=t-t^3/3+\ldots$,

$$
\varphi_j=\sqrt{r_j\epsilon_j}\,\bigl[1+c_j\epsilon_j+O(\epsilon_j^2)\bigr],
\qquad c_j=\frac12-\frac{r_j}{3} .
\tag{4}
$$

The $1/2$ comes from the lowering of $\kappa_j$ by the level's own energy, and the $-r_j/3$ from the curvature of the arctangent. The prefactor is proportional to $k$. Replacing $E$ by $k^2/(2m_w)$,

$$
\sqrt{r_j\epsilon_j}
=\sqrt{\frac{m_j}{m_w}\,\frac{k^2}{2m_wV_j}}
=k\,\frac{1}{m_w}\sqrt{\frac{m_j}{2V_j}}=k\delta_j .
$$

To leading order, then, $\varphi_j=k\delta_j$ with a length $\delta_j$ that does not depend on the level. This is why one displaced hard wall can serve several levels. Equation (3) becomes $k(L+\delta_{\mathrm L}+\delta_{\mathrm R})=n\pi$, and

$$
E_n\simeq E_n^{(0)}=\frac{n^2\pi^2}{2m_wL_{\rm eff}^2} .
\tag{5}
$$

The phases add in (3), so each wall contributes its own widening even when the two barriers differ.

For the error, keep the next term of (4):

$$
k\Bigl[L_{\rm eff}+\sum_j\delta_jc_j\epsilon_j\Bigr]\simeq n\pi .
$$

Solve for $k$, square it, and use $(1+x)^{-2}\simeq1-2x$. In the small term $E$ may be replaced by $E_n^{(0)}$:

$$
\frac{E_n}{E_n^{(0)}}-1\simeq
-\frac{2}{L_{\rm eff}}\sum_j\delta_jc_j\frac{E_n^{(0)}}{V_j} .
\tag{6}
$$

If all barrier heights are scaled by a common factor, $\delta_j$ falls as $V^{-1/2}$, so this relative error falls as $V^{-3/2}$, or faster if the sum in (6) vanishes. The unwidened level $E_n^{\rm hw}=n^2\pi^2/(2m_wL^2)$ does much worse. From (5), $E_n/E_n^{\rm hw}\simeq(L/L_{\rm eff})^2\simeq1-2(\delta_{\mathrm L}+\delta_{\mathrm R})/L$, an error of order $V^{-1/2}$.

These powers were tested on roots of (3) for $n=1$, $L=40$ bohr, $m_w=0.3$ and equal walls of mass 1.2. Raising the height from 400 to 1600 hartree reduced the error of (5) by a factor within 3% of 8, and the hard-wall error by a factor within 3% of 2. Such heights serve only to expose the limit.

For equal walls the correction changes sign at $r=3/2$. To this order, the true level lies slightly below (5) with a lighter barrier and slightly above it with a heavier one. Higher orders move the crossing up with $E/V$, to about $r=1.51$ at $E/V=0.03$ and $1.58$ at $E/V=0.3$. At equal masses $\tan\varphi=\sqrt{\epsilon/(1-\epsilon)}$ means $\sin\varphi=\sqrt\epsilon$, and the series $\arcsin x=x+x^3/6+\ldots$ confirms $c=1/2-1/3=1/6$.

## 5. Why the widening is not the decay length

At low energy the wave function in a barrier decays over the length $1/\kappa_j\simeq1/\sqrt{2m_jV_j}$. Comparison with (1) gives

$$
\delta_j=\frac{m_j}{m_w}\,\frac{1}{\sqrt{2m_jV_j}} .
\tag{7}
$$

The mass ratio has a geometrical origin. Just inside the right wall, continuity of $\psi'/m$ requires $\psi'/\psi=-m_w\kappa_{\mathrm R}/m_{\mathrm R}$. The tangent drawn there reaches zero at a distance $m_{\mathrm R}/(m_w\kappa_{\mathrm R})=\tan\varphi_{\mathrm R}/k$ outside the well. The sine itself, continued past the wall, reaches zero at $\varphi_{\mathrm R}/k$. For small $\varphi_{\mathrm R}$ both distances tend to $\delta_{\mathrm R}$. The equivalent hard wall stands where the well's own wave function would vanish, and that is set by the slope inside the well. Had $\psi'$ been taken as continuous, the distance would have been $1/\kappa_{\mathrm R}$.

A heavier barrier thus acts in two ways. It shortens the tail as $m_j^{-1/2}$, and it flattens the slope inside the well through the factor $m_j$. The net widening grows as $m_j^{1/2}$. In a grid calculation with $L=3$ nm, $m_w=0.92$ and barrier height 3.1 eV held fixed, raising the barrier mass from 0.5 to 2.0 multiplied the tail length by 0.4997 and the widening by 1.986. The leading law predicts 0.5 and 2.

## 6. How little charge lies outside

Take equal walls of height $V$ and mass $m_b$. For a normalized state, $dE/dV=\langle\partial H/\partial V\rangle$, because the terms from the change of $\psi$ combine into $E\,d\langle\psi|\psi\rangle/dV=0$. Since $V$ appears in $H$ only inside the barriers, $dE/dV$ is the total probability $P_{\rm out}$ of finding the electron there.

From (1), $d\delta/dV=-\delta/(2V)$, so $dL_{\rm eff}/dV=-\delta/V$. Differentiating (5),

$$
P_{\rm out}\simeq-\frac{2E}{L_{\rm eff}}\frac{dL_{\rm eff}}{dV}
=\frac{2E}{V}\,\frac{\delta}{L_{\rm eff}} .
\tag{8}
$$

A direct count agrees. The squared amplitude of the normalized sine is about $2/L_{\rm eff}$, so the density at a wall is $(2/L_{\rm eff})\sin^2\varphi\simeq(2/L_{\rm eff})\,rE/V$. Each tail has the integral $1/(2\kappa)$ times this density. Two tails give $2rE/(V\kappa L_{\rm eff})$, which is (8) because $r/\kappa\simeq\delta$.

The probability contains two small factors, $E/V$ and $\delta/L_{\rm eff}$. The relative lowering of the level, $1-(L/L_{\rm eff})^2$, or about $4\delta/L$ when $\delta\ll L$, contains one. A level can therefore shift appreciably while almost all the charge stays in the well.

## 7. Where the law fails

At fixed barriers the error (6) grows with the level energy, roughly as $n^2$, and the expansion is lost near the barrier top. A barrier so thin that its tail reaches the far side also lies outside the derivation.

A less obvious failure occurs when the barrier is high but its mass is very large. For equal walls and $n=1$, equation (3) gives $\varphi=\pi/2-kL/2$, so $\tan\varphi=\cot(kL/2)$. If $E\ll V$, then $\tan\varphi\simeq k\delta$, and

$$
k\tan\frac{kL}{2}\simeq\frac1\delta .
$$

When $\delta\gg L$, the root has small $kL$. Then $\tan(kL/2)\simeq kL/2$ and

$$
k^2\simeq\frac{2}{L\delta},\qquad E_1\simeq\frac{1}{m_wL\delta} .
$$

The wave function is almost flat across the well. Equation (5) would give $\pi^2/(8m_w\delta^2)$ instead, which is too low by a factor of order $\delta/L$. The reason is that $rE/V=(k\delta)^2\simeq2\delta/L$ is large although $E/V$ is small. Both conditions of Section 1 are needed.

## 8. A 3 nm silicon channel

Take a (001) silicon channel with $L=3$ nm between oxide walls of height 3.1 eV and mass 0.5. Silicon has two valleys with the heavy mass 0.92 across the channel, and four with the light mass 0.19. Each group forms its own ladder of levels. Both ladders are given the same barrier height, with in-plane momentum counted from each valley minimum; Section 9 states what this assumes for the light valleys.

The decay length $1/\sqrt{2m_bV}$ is 0.1568 nm for both ladders. Equation (7) gives

$$
\delta_{\rm heavy}=\frac{0.5}{0.92}\times0.1568=0.0852\ \text{nm},\qquad
\delta_{\rm light}=\frac{0.5}{0.19}\times0.1568=0.413\ \text{nm},
$$

or 0.852 and 4.13 angstrom. The equivalent widths are $3+2\delta=3.170$ and 3.825 nm. The hard-wall levels, 0.0454 and 0.2199 eV, scale by $(L/L_{\rm eff})^2$:

$$
E_{\rm heavy}=0.0454\left(\frac{3}{3.170}\right)^2=0.0407\ \text{eV},\qquad
E_{\rm light}=0.2199\left(\frac{3}{3.825}\right)^2=0.1353\ \text{eV}.
$$

Equation (3) gives 0.0406 and 0.1362 eV. The light level has $E/V=0.044$ and $r=2.63$, hence $c=-0.377$. Equation (6) then predicts a relative correction of $4(0.413/3.825)(0.377)(0.044)=0.7\%$ upward, about 0.001 eV, as found. Widening by the decay length instead would give 0.0372 and 0.1803 eV, wrong in opposite directions because the mass ratio is below one for the heavy ladder and above one for the light.

The probability in the barriers is 0.07% for the heavy state and 0.9% for the light one. Yet the light level lies 38% below its hard-wall value.

The splitting between the ladders falls from 0.1745 eV with hard walls to 0.0955 eV in the finite well. This matters for their occupation. A parabolic subband with $g_v$ valleys and in-plane density-of-states mass $m_d$ has, with spin, the constant density of states $g=g_vm_d/\pi$. Integrating it with the Fermi function gives

$$
N_i=g_i\,k_BT\ln\left[1+e^{(\mu-E_i)/k_BT}\right].
$$

Here $m_d=0.19$ for the heavy ladder and $\sqrt{0.19\times0.92}$ for the light. We keep two heavy levels and one light level, and fix $\mu$ by a total density of $5\times10^{12}$ cm$^{-2}$. The light ladder then holds 15% of the electrons at 300 K, against 1% with hard walls. At 358 K the shares are 22% and 2.5%.

## 9. The model beside a real channel

The barrier height and masses are rough values for silicon and its oxide. The abrupt effective-mass wall is itself doubtful on this scale: the decay length is close to one atomic layer, 0.136 nm, so the barrier mass is best regarded as a fitted parameter. Changing it from 0.5 to 0.3 raises the splitting from 0.0955 to 0.108 eV. Removing one atomic layer of silicon raises the heavy level by 0.004 eV and the light one by 0.010 eV. At fixed wave number, a rough nonparabolicity of 0.5 eV$^{-1}$ lowers the light level by 0.008 eV and the heavy one by 0.001 eV. The well mass then also grows with energy, which reduces the widening and can offset a good part of the drop in the light level. The dielectric contrast with thick oxides adds an image energy of about 0.033 eV, nearly as large as the heavy level itself. This estimate averages over the hard-wall profile, which is the same for both ladders, so it cancels in the splitting; in the finite well the wave function does not vanish at the wall, and for an abrupt dielectric step the average diverges logarithmically. With the image potential cut off at 0.03 to 0.2 nm from the wall, the remainder in the splitting is about 0.001 eV, of either sign.

Gating matters too. If one gate induces the whole sheet density, and the charge is taken as symmetric about the middle of the channel, the mean channel field is 0.39 MV/cm. Applied as a uniform tilt, it lowers the heavy level by 0.004 eV and the light one by 0.002 eV, both measured from the potential in the middle of the channel. For the heavy level this tilt alone matters about as much as the widening. The real field grows toward the gate, so the potential bends downward on both sides of its tangent at the middle. This lowers both levels further and is not included here. The oxide field, 2.3 MV/cm, is below a rough breakdown field of 10 MV/cm, and lowers the barrier by only 0.04 eV over one decay length. Leakage through one flat oxide 1.2 nm thick, with silicon beyond it, broadens the levels by about $2\times10^{-8}$ eV or less at barrier mass 0.5, and by up to $5\times10^{-7}$ eV at 0.3. Treating them as bound is therefore sound for the level positions, although such widths still imply a leakage current of several to tens of A/cm$^2$. In-plane motion with energy $k_BT$ at 300 K changes the heavy ladder's barrier by $-0.016$ eV, a small part of 3.1 eV. The light ladder rests on a stronger assumption. Its four valleys lie at an in-plane crystal momentum of about $0.85\times2\pi/a$, with $a=0.543$ nm, and using 3.1 eV for them assumes this momentum is not conserved at the amorphous oxide. If it were fully conserved, a parabolic oxide band of mass 0.5 would put their barrier near 10.5 eV. That is a crude extreme, but it would cut $\delta_{\rm light}$ to 0.22 nm, raise the splitting to 0.126 eV and lower the 300 K share to about 6%.

None of these estimates is self-consistent, and the occupations depend steeply on the splitting. The 15% share therefore shows how sensitive the channel is to its walls; it is not a prediction for a particular device. The full set of values is in the numerical output below.

## Numbers as computed

```
Channel width: 3 nm
Barrier height: 3.1 eV
Barrier mass: 0.5 electron masses
Decay length of psi at zero energy: 0.1568 nm
heavy: confinement mass: 0.92 electron masses
heavy: widening per wall: 0.08521 nm
heavy: widening per wall: 0.8521 angstrom
heavy: equivalent width: 3.17 nm
heavy: hard-wall level: 0.04541 eV
heavy: widened-well level: 0.04066 eV
heavy: exact model level: 0.04064 eV
heavy: level if widened by decay length: 0.03723 eV
heavy: probability in both barriers: 0.000713
light: confinement mass: 0.19 electron masses
light: widening per wall: 0.4126 nm
light: widening per wall: 4.126 angstrom
light: equivalent width: 3.825 nm
light: hard-wall level: 0.2199 eV
light: widened-well level: 0.1353 eV
light: exact model level: 0.1362 eV
light: level if widened by decay length: 0.1803 eV
light: probability in both barriers: 0.00913
heavy n=2: widened-well level: 0.1627 eV
heavy n=2: exact model level: 0.1624 eV
Ladder splitting, hard-wall: 0.1745 eV
Ladder splitting, widened: 0.0946 eV
Ladder splitting, exact model: 0.09554 eV
Widening ratio, barrier mass x4: 1.986
Tail length ratio, barrier mass x4: 0.4997
Sheet density: 5e+12 cm^-2
Light share at 300 K, hard-wall: 0.973 %
Light share at 300 K, exact model: 15.4 %
Fermi level above heavy n=1, 300 K: 0.0146 eV
Light share at 358 K, hard-wall: 2.48 %
Light share at 358 K, exact model: 22.1 %
Mean channel field: 0.387 MV/cm
Oxide field: 2.32 MV/cm
Rough oxide breakdown field (input): 10 MV/cm
Barrier drop over one decay length: 0.036 eV
heavy: shift by mean field: -0.004 eV
light: shift by mean field: -0.0016 eV
Oxide thickness for leakage: 1.2 nm
heavy: leakage level width: 3.7e-10 eV
light: leakage level width: 2.1e-08 eV
Mean dielectric image energy: 0.033 eV
Nonparabolicity (input): 0.5 1/eV
One atomic layer: 0.136 nm
heavy: nonparabolic shift: -0.00079 eV
heavy: shift for one layer less: 0.0037 eV
light: nonparabolic shift: -0.0082 eV
light: shift for one layer less: 0.01 eV
Exact splitting with barrier mass 0.3: 0.1078 eV
Heavy: barrier change for in-plane energy kT: -0.016 eV
```
